# An upper bound and a combination rule for mixed-pair dispersion coefficients

Two neutral species X and Y, each in a nondegenerate, spherically symmetric ground state, are a distance \(R\) apart. Their charge clouds do not overlap, and \(R\) is small enough for the travel time of light between them to be neglected. The leading dispersion energy is \(-C_{XY}/R^6\); like pairs have coefficients \(C_{XX}\) and \(C_{YY}\).

The algebra uses atomic units. Level \(n\) of a species lies \(\omega_n>0\) above its ground state. Its total squared transition dipole is

\[
S_n=\sum_{s\in n}\sum_{i=x,y,z}|\langle s|\mu_i|0\rangle|^2 ,
\]

where \(s\) runs over the degenerate states of the level. The oscillator strength is \(f_n=\tfrac23\omega_nS_n\). The dynamic polarizability is \(\alpha(\omega)=\sum_n f_n/(\omega_n^2-\omega^2)\), so at imaginary frequency

\[
\alpha(iu)=\sum_n\frac{f_n}{\omega_n^2+u^2}. \tag{1}
\]

A sum over levels includes an integral over the continuum where there is one. The static value \(\alpha(0)\) is written \(\alpha_X\) or \(\alpha_Y\).

Numbers are in eV and Å, with polarizabilities given as volumes. A transition of energy \(\omega\) and strength \(f\) then contributes \(Kf/\omega^2\) to the static polarizability, where \(K=E_h^2a_0^3=109.72\ \text{eV}^2\,\text{Å}^3\), \(E_h\) is the hartree and \(a_0\) the bohr.

### (a) The coefficient as a sum over excitations

Use second-order perturbation theory to express \(C_{XY}\) through the transition energies and oscillator strengths of the two species.

*Model answer.* With the \(z\) axis along the line joining the species, the dipole–dipole coupling is

\[
V=\frac{\boldsymbol\mu_X\cdot\boldsymbol\mu_Y-3\mu_{X,z}\mu_{Y,z}}{R^3}
=\frac1{R^3}\sum_i g_i\,\mu_{X,i}\,\mu_{Y,i},\qquad (g_x,g_y,g_z)=(1,1,-2).
\]

A spherical ground state has no permanent dipole. The first-order energy therefore vanishes, and so do the second-order terms in which one species stays in its ground state. What remains has both species excited, at an energy \(\omega_n+\omega_m\) above the ground state of the pair:

\[
E^{(2)}=-\sum_{n,m}\frac{1}{\omega_n+\omega_m}\sum_{s\in n}\sum_{t\in m}|\langle s\,t|V|0\,0\rangle|^2 .
\]

Here \(n,s\) belong to X and \(m,t\) to Y. Expanding the square produces, for each species, the tensor \(\sum_{s}\langle0|\mu_i|s\rangle\langle s|\mu_j|0\rangle\). Because the ground state is spherical and the whole level is summed, this tensor is unchanged by every rotation. It must be a multiple of \(\delta_{ij}\), and its trace is \(S_n\), so it equals \(\delta_{ij}S_n/3\). Hence

\[
\sum_{s,t}|\langle s\,t|V|0\,0\rangle|^2=\frac1{R^6}\sum_{ij}g_ig_j\,\delta_{ij}\frac{S_n}{3}\,\delta_{ij}\frac{S_m}{3}
=\frac{1+1+4}{9}\,\frac{S_nS_m}{R^6}=\frac23\,\frac{S_nS_m}{R^6}.
\]

Comparison with \(-C_{XY}/R^6\) gives \(C_{XY}=\tfrac23\sum_{nm}S_nS_m/(\omega_n+\omega_m)\). Inserting \(S_n=3f_n/(2\omega_n)\) for both species turns the prefactor into \(\tfrac23\cdot\tfrac94=\tfrac32\):

\[
C_{XY}=\frac32\sum_{n,m}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}. \tag{2}
\]

Every term is positive, so the leading dispersion force between ground-state species is attractive.

### (b) The coefficient as an integral

The sum (2) does not factorize, because \(\omega_n+\omega_m\) ties the two species together. Rewrite it as an integral over a product of one function of X and one function of Y.

*Model answer.* For positive \(a\ne b\), partial fractions give

\[
\frac1{(a^2+u^2)(b^2+u^2)}=\frac1{b^2-a^2}\left[\frac1{a^2+u^2}-\frac1{b^2+u^2}\right].
\]

Since \(\int_0^\infty du/(a^2+u^2)=\pi/(2a)\),

\[
\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}
=\frac{\pi}{2}\,\frac{b-a}{ab\,(b-a)(b+a)}
=\frac{\pi}{2ab(a+b)} .
\]

The case \(a=b\) follows by continuity. Setting \(a=\omega_n\), \(b=\omega_m\), multiplying by \(3f_nf_m/\pi\) and summing reproduces (2) on the right. On the left the sums over \(n\) and \(m\) now separate, and each is of the form (1):

\[
C_{XY}=\frac3\pi\int_0^\infty\alpha_X(iu)\,\alpha_Y(iu)\,du. \tag{3}
\]

The step needs \(a,b>0\). If one species were excited, some \(\omega_n\) would be negative and a denominator in (2) could change sign or vanish. Equation (3) would then not follow, nor would the results built on it.

### (c) The bound

Prove that \(C_{XY}\le\sqrt{C_{XX}C_{YY}}\), and find when equality holds. What does the bound say about the energies of like and unlike pairs at a common distance?

*Model answer.* Equation (3) has the form of a scalar product of two real functions, so the Cauchy–Schwarz inequality applies. Its proof is short. For every real number \(t\),

\[
0\le\frac3\pi\int_0^\infty\left[\alpha_X(iu)-t\,\alpha_Y(iu)\right]^2du
=C_{XX}-2t\,C_{XY}+t^2C_{YY}.
\]

The right side is a parabola in \(t\) that opens upwards, since \(C_{YY}>0\). Its derivative vanishes at \(t_0=C_{XY}/C_{YY}\), where the inequality reads

\[
0\le C_{XX}-\frac{C_{XY}^2}{C_{YY}}
\quad\Longrightarrow\quad C_{XY}^2\le C_{XX}C_{YY}.
\]

All three coefficients are positive, so taking the root gives

\[
C_{XY}\le\sqrt{C_{XX}C_{YY}}. \tag{4}
\]

Equality requires the integral to vanish at \(t=t_0\). Its integrand is continuous and nowhere negative, so it must vanish for all \(u\): \(\alpha_X(iu)=t_0\,\alpha_Y(iu)\). Conversely, if \(\alpha_X=t\alpha_Y\) throughout, then \(C_{XY}=tC_{YY}\) and \(C_{XX}=t^2C_{YY}\), which gives equality. The two species may differ in the size of their response, but not in how it is distributed over frequency.

For the energies, \((\sqrt{C_{XX}}-\sqrt{C_{YY}})^2\ge0\) combined with (4) gives

\[
C_{XX}+C_{YY}\ge2\sqrt{C_{XX}C_{YY}}\ge2C_{XY}.
\]

At the same \(R\), one XX pair and one YY pair together have at least as much leading dispersion attraction as two XY pairs. This compares isolated pairs; it does not settle whether two liquids mix, which also depends on distances, repulsion and entropy.

### (d) A combination rule from one pole

The bound gives a ceiling, not an estimate. Suppose each species has a single transition, at \(\omega_X\) and \(\omega_Y\). Express \(C_{XY}\) through the like-pair coefficients and the static polarizabilities alone. Why are the like-pair coefficients not sufficient?

*Model answer.* First, \(\alpha(0)\) is indeed the response to a static field. A field \(F\) along \(z\) lowers the energy by \(F^2\sum_nS_n/(3\omega_n)\) in second order. Setting this equal to \(\tfrac12\alpha F^2\) gives \(\alpha=\tfrac23\sum_nS_n/\omega_n=\sum_nf_n/\omega_n^2\), which is (1) at \(u=0\).

With one pole, \(f_X=\alpha_X\omega_X^2\), and likewise for Y. Equation (2) becomes

\[
C_{XY}=\frac32\,\frac{\alpha_X\omega_X^2\,\alpha_Y\omega_Y^2}{\omega_X\omega_Y(\omega_X+\omega_Y)}
=\frac32\,\alpha_X\alpha_Y\,\frac{\omega_X\omega_Y}{\omega_X+\omega_Y}. \tag{5}
\]

For a like pair the last fraction is \(\omega_X/2\), so

\[
C_{XX}=\frac34\,\alpha_X^2\,\omega_X,\qquad
\frac1{\omega_X}=\frac{3\alpha_X^2}{4C_{XX}}. \tag{6}
\]

The frequency factor in (5) is the inverse of \(1/\omega_X+1/\omega_Y\), and by (6)

\[
\frac1{\omega_X}+\frac1{\omega_Y}
=\frac34\left(\frac{\alpha_X^2}{C_{XX}}+\frac{\alpha_Y^2}{C_{YY}}\right)
=\frac34\,\frac{\alpha_X^2C_{YY}+\alpha_Y^2C_{XX}}{C_{XX}C_{YY}} .
\]

Inverting this and multiplying by \(\tfrac32\alpha_X\alpha_Y\), with \(\tfrac32\cdot\tfrac43=2\), gives

\[
C_{XY}^{\text{rule}}=\frac{2\,\alpha_X\alpha_Y\,C_{XX}C_{YY}}{\alpha_X^2C_{YY}+\alpha_Y^2C_{XX}}. \tag{7}
\]

The like-pair coefficient fixes only the product \(\alpha_X^2\omega_X\). A large, slow response and a small, fast one can share the same \(C_{XX}\), yet in general they combine differently with a given partner, because (5) depends on \(\alpha_X\) and \(\omega_X\) in another way than through \(\alpha_X^2\omega_X\). The static polarizability separates size from speed.

### (e) The rule and the bound

For species with any number of transitions, define the effective frequency \(\bar\omega_X=4C_{XX}/(3\alpha_X^2)\). Compare (7) with the geometric mean. Evaluate the case of one transition at 5 eV with \(f=2\) and one at 20 eV with \(f=3\).

*Model answer.* By the definition of \(\bar\omega\), equation (7) is the same as (5) with \(\bar\omega_X,\bar\omega_Y\) as frequencies. The geometric mean is \(\sqrt{C_{XX}C_{YY}}=\tfrac34\alpha_X\alpha_Y\sqrt{\bar\omega_X\bar\omega_Y}\). Dividing,

\[
\frac{C_{XY}^{\text{rule}}}{\sqrt{C_{XX}C_{YY}}}
=\frac{2\sqrt{\bar\omega_X\bar\omega_Y}}{\bar\omega_X+\bar\omega_Y}\le1, \tag{8}
\]

because \((\sqrt{\bar\omega_X}-\sqrt{\bar\omega_Y})^2\ge0\). The rule thus respects the bound for any two species, even where it is only an approximation. It falls below the geometric mean to the extent that the effective frequencies differ.

In the example the static polarizabilities are \(109.72\times2/25=8.778\) Å³ and \(109.72\times3/400=0.823\) Å³. Equation (5) gives

\[
C_{XY}=1.5\times8.778\times0.823\times\frac{5\times20}{25}=43.3\ \text{eV Å}^6 .
\]

The ratio (8) is \(2\sqrt{100}/25=0.80\). A fourfold mismatch of frequencies puts this coefficient 20% below the geometric mean.

### (f) The sign of the error

Let X have one transition at frequency \(a\), and let Y have several transitions at different frequencies. Show that the rule is too low for large \(a\) and too high for small \(a\).

*Model answer.* Let \(p_m=f_m/(\omega_m^2\alpha_Y)\) be the share of transition \(m\) in the static polarizability of Y. The shares are positive and add to 1; angle brackets denote averages with these weights. Equation (2) and the rule give

\[
C_{XY}=\frac32\alpha_X\alpha_Y\left\langle\frac{a\omega}{a+\omega}\right\rangle,\qquad
C_{XY}^{\text{rule}}=\frac32\alpha_X\alpha_Y\,\frac{a\bar\omega_Y}{a+\bar\omega_Y}.
\]

Applying (2) to the YY pair shows what \(\bar\omega_Y\) averages. With \(\omega\) and \(\omega'\) drawn independently with the weights \(p\),

\[
\bar\omega_Y=\frac{4C_{YY}}{3\alpha_Y^2}=\left\langle\frac{2\omega\omega'}{\omega+\omega'}\right\rangle ,
\]

an average of harmonic means.

For \(a\to\infty\), the two frequency factors tend to \(\langle\omega\rangle\) and \(\bar\omega_Y\). A harmonic mean does not exceed the arithmetic mean \((\omega+\omega')/2\), and it is smaller when \(\omega\neq\omega'\). Therefore \(\bar\omega_Y<\langle\omega\rangle\), and the rule is too low. The relative error tends to the finite value \(\bar\omega_Y/\langle\omega\rangle-1\).

For \(a\to0\), expand \(a\omega/(a+\omega)=a-a^2/\omega+\dots\). The factors are \(a-a^2\langle1/\omega\rangle\) and \(a-a^2/\bar\omega_Y\), so we must compare \(\langle1/\omega\rangle\) with \(1/\bar\omega_Y\). Put \(h=\tfrac12(1/\omega+1/\omega')\). Then \(\bar\omega_Y=\langle1/h\rangle\) and \(\langle h\rangle=\langle1/\omega\rangle\). The Cauchy–Schwarz inequality for averages gives

\[
1=\left\langle\sqrt h\cdot\frac1{\sqrt h}\right\rangle^2\le\langle h\rangle\left\langle\frac1h\right\rangle=\left\langle\frac1\omega\right\rangle\bar\omega_Y .
\]

Equality would need a constant \(h\), which different frequencies exclude. Hence \(1/\bar\omega_Y<\langle1/\omega\rangle\), and the rule is too high. To leading order its relative error is \(a(\langle1/\omega\rangle-1/\bar\omega_Y)\), which vanishes with \(a\).

For a species Y with transitions at 10 eV (\(f=1\)) and 25 eV (\(f=3\)), evaluating both expressions gives an error of \(+0.06\%\) at \(a=0.1\) eV and \(-9.1\%\) at \(a=1000\) eV, relative to \(C_{XY}\). These extreme values of \(a\) serve only to exhibit the limits. The rule is therefore neither an upper nor a lower bound.

### (g) A worked pair

Four model species have these transitions, with strengths in brackets:

- A: 10 eV (1), 25 eV (3)
- B: 20 eV (1), 60 eV (5)
- C: 3 eV (1), 30 eV (4)
- D: 2 eV (1)

For the pair BC, find the coefficient, the geometric mean and the value given by the rule.

*Model answer.* Let \(\alpha_n=Kf_n/\omega_n^2\) be the contribution of one transition to the static polarizability. Equation (2) then reads \(C_{XY}=\tfrac32\sum_{nm}\alpha_n\alpha_m\,\omega_n\omega_m/(\omega_n+\omega_m)\), which gives eV Å⁶ directly. The contributions are

- B: \(109.72/400=0.2743\) and \(109.72\times5/3600=0.1524\), in total 0.427 Å³
- C: \(109.72/9=12.191\) and \(109.72\times4/900=0.4876\), in total 12.68 Å³

For the pairs of transitions (20, 3), (20, 30), (60, 3) and (60, 30) eV, the frequency factors are 2.609, 12, 2.857 and 20 eV. Therefore

\[
C_{BC}=1.5\,(8.72+1.60+5.31+1.49)=25.7\ \text{eV Å}^6,
\]

or 43.0 atomic units. The same sum for the like pairs gives

\[
C_{BB}=1.5\,(0.752+1.254+0.697)=4.055\ \text{eV Å}^6,
\]
\[
C_{CC}=1.5\,(222.9+32.4+3.6)=388.4\ \text{eV Å}^6,
\]

where the middle term in each bracket counts the cross term twice. The geometric mean is \(\sqrt{4.055\times388.4}=39.7\) eV Å⁶. In the rule, the numerator is \(2\alpha_B\alpha_CC_{BB}C_{CC}=17043\) eV² Å¹⁸, and the two terms of the denominator are \(\alpha_B^2C_{CC}=70.7\) and \(\alpha_C^2C_{BB}=651.9\) eV Å¹²:

\[
C_{BC}^{\text{rule}}=\frac{17043}{70.7+651.9}=23.6\ \text{eV Å}^6 .
\]

Relative to \(C_{BC}\), the geometric mean is 54.5% too high and the rule 8.2% too low.

### (h) Reading all six pairs

The four species have these properties:

| Species | \(\alpha\) (Å³) | like-pair \(C_6\) (eV Å⁶) | \(\bar\omega\) (eV) |
|---|---|---|---|
| A | 1.62 | 26.6 | 13.5 |
| B | 0.427 | 4.055 | 29.7 |
| C | 12.68 | 388.4 | 3.22 |
| D | 27.43 | 1128.7 | 2.00 |

For the mixed pairs, Gauss–Legendre quadrature of (3) gives the second column below. All coefficients are in eV Å⁶, and the percentages are deviations from that column.

| Pair | \(C_{XY}\) | geometric mean | rule |
|---|---|---|---|
| AB | 9.69 | 10.39 (+7.2%) | 9.62 (−0.7%) |
| AC | 83.4 | 101.7 (+21.9%) | 80.3 (−3.7%) |
| AD | 115.4 | 173.3 (+50.2%) | 116.3 (+0.8%) |
| BC | 25.7 | 39.7 (+54.5%) | 23.6 (−8.2%) |
| BD | 32.7 | 67.7 (+107%) | 32.9 (+0.7%) |
| CD | 639.6 | 662.1 (+3.5%) | 643.8 (+0.7%) |

When is the geometric mean a fair estimate here? Account for the signs and sizes of the errors of the rule as far as the theory allows.

*Model answer.* The geometric mean lies above the coefficient in every row, as (4) demands. It is closest for CD, whose effective frequencies are 3.22 and 2.00 eV, and worst for BD, with 29.7 and 2.00 eV. Equation (8) describes the trend. For BD it puts the rule at \(2\sqrt{29.7\times2.00}/31.7=0.49\) of the geometric mean, so the geometric mean is about twice the estimate of the rule. For CD the same ratio is 0.97.

The rule is closer than the geometric mean in all six pairs. That is a finding for these models; no general limit on its error has been derived here.

The three pairs with D have positive errors. D has one transition, and it lies well below those of A and B, so the small-\(a\) limit of part (f) accounts for the sign in AD and BD. In CD the transitions at 2 and 3 eV are too close for that expansion to be relied on, so the sign there is taken from the evaluation.

The largest error of the rule is in BC. The 30 eV transition of C supplies \(0.4876/12.68\), about 4%, of the static polarizability of C. In \(C_{BC}\) it supplies \((1.60+1.49)/17.12\), about 18%, because B also responds at high frequency. The rule represents C by a single frequency of 3.22 eV and cannot give this transition a weight that depends on the partner. The negative sign agrees with the large-\(a\) limit, with B as the fast partner of C. But B itself has two transitions, and the one at 20 eV lies below the 30 eV transition of C, so that limit suggests the sign but does not prove it. In AB and AC, too, both species have two transitions, and part (f) does not fix the sign of the error.

The bound and the rule also differ in how they may be used. If all three coefficients come from one consistent set of ground-state polarizabilities, a mixed coefficient above the geometric mean signals an error. A deviation from (7) need not signal an error: it may just show that one frequency per species is too few.

Numerical values quoted here were computed with a short program.
